\section*{Separating the Hall-mediated nonlocal resistance of an H-bar from its ohmic background}

\section*{Question}

I am trying to understand nonlocal resistance in an H-bar. A long strip of width $W$ has a current $I$ driven across it at $x=0$, and the voltage across it is read at $x=L$. I expect ordinary current spreading to give a background falling as $e^{-\pi L/W}$, and a spin or valley Hall effect to add a signal carried by the polarization over its diffusion length $\ell$.

My first difficulty is the derivation. In a uniform strip the charge potential obeys Laplace's equation and the polarization obeys a diffusion equation, and the Hall terms drop out of both. Where does the signal come from, and what is its amplitude?

My second difficulty is the analysis. I have synthetic data for a gated two-valley sheet with $W=1000$ nm, made with Hall angle $\theta=0.10$ and $\ell=1500$ nm. A long bar of the same sheet and the same width has resistivity $2060.6\ \Omega$. The noise $s$ is 2 percent of the noise-free signal plus $0.002\ \Omega$:

\begin{center}
\begin{tabular}{rrr}
$L$ (nm) & $R$ ($\Omega$) & $s$ ($\Omega$)\\
1500 & 26.2387 & 0.5268\\
2000 & 6.9872 & 0.1388\\
2500 & 2.4559 & 0.0504\\
3000 & 1.2372 & 0.0264\\
3500 & 0.7947 & 0.0173\\
4000 & 0.5128 & 0.0126\\
5000 & 0.2631 & 0.0074\\
6000 & 0.1314 & 0.0048
\end{tabular}
\end{center}

A straight line through $\ln R$ against $L$ gives $\ell=914$ nm. How do I get the right numbers out?

\section*{Answer}

The Hall terms cancel in the bulk but survive in the boundary conditions, and the edges couple charge to polarization. Your line fails because it forces two exponentials into one.

\subsection*{Equations and edges}

Let $s=\pm1$ label the spins or valleys. Both species have longitudinal conductivity $\sigma/2$, with opposite Hall conductivities. Write their electrochemical potentials, as voltages, as $\phi_s=\phi+s\mu$. In atomic units, with no magnetic field,
\begin{equation}
\mathbf j_s=-\frac{\sigma}{2}\left(\nabla\phi_s+s\theta\,\hat z\times\nabla\phi_s\right),\qquad \theta=\frac{\sigma_H}{\sigma}.
\end{equation}
Adding the species, and subtracting them, gives the charge and polarization currents (using $s^2=1$):
\begin{align}
\mathbf J_c&=-\sigma(\nabla\phi+\theta\,\hat z\times\nabla\mu),\\
\mathbf J_s&=-\sigma(\nabla\mu+\theta\,\hat z\times\nabla\phi).
\end{align}
Charge is conserved and polarization relaxes, so $\nabla\cdot\mathbf J_c=0$ and $\nabla\cdot\mathbf J_s=-\sigma\mu/\ell^2$. Since $\nabla\cdot(\hat z\times\nabla f)=0$, the bulk equations are indeed uncoupled:
\begin{equation}
\nabla^2\phi=0,\qquad \nabla^2\mu=\mu/\ell^2 .
\end{equation}
Let the strip occupy $|y|<h$, with $h=W/2$. Point contacts inject unpolarized current at the bottom edge and remove it at the top. With $\hat z\times\nabla f=(-\partial_yf,\partial_xf)$ and $\rho=1/\sigma$, the conditions at $y=\pm h$ are
\begin{equation}
\partial_y\phi+\theta\,\partial_x\mu=-\rho I\,\delta(x),\qquad
\partial_y\mu+\theta\,\partial_x\phi=0. \label{edge}
\end{equation}

\subsection*{Solution for any Hall angle}

The edge data are even in $y$, so $\phi$ can be taken odd and $\mu$ even. For each Fourier component $e^{ikx}$,
\begin{equation}
\phi_k=A\sinh ky,\quad \mu_k=B\cosh qy,\quad q^2=k^2+\ell^{-2}.
\end{equation}
The second condition in \eqref{edge} gives
\begin{equation}
B=-\,\frac{i\theta kA\sinh kh}{q\sinh qh}.
\end{equation}
Put this into the first condition, $kA\cosh kh+i\theta kB\cosh qh=-\rho I$. Since $i(-i)=1$,
\begin{equation}
A\left[k\cosh kh+\frac{\theta^2k^2}{q}\sinh kh\coth qh\right]=-\rho I .
\end{equation}
The voltage is $V=\phi(L,-h)-\phi(L,h)$, whose Fourier component is $-2A\sinh kh$. Dividing numerator and denominator by $\cosh kh$,
\begin{equation}
R=\frac VI=\frac{\rho}{\pi}\int_{-\infty}^{\infty}\!dk\,
\frac{e^{ikL}\tanh kh}{k\left[1+\theta^2\frac kq\tanh kh\coth qh\right]}. \label{full}
\end{equation}
For $L>0$ the contour closes in the upper half-plane, and each pole $k=i\kappa$ gives a decay $e^{-\kappa L}$.

\subsection*{The ohmic part}

At $\theta=0$ the poles are those of $\tanh kh$, at $\kappa_n=(2n+1)\pi/W$, with residue $1/h$ for the tangent. Thus
\begin{align}
R_\Omega&=\frac{\rho}{\pi}\,2\pi i\sum_{n\ge0}\frac{e^{-\kappa_nL}}{h\,i\kappa_n}
=\frac{4\rho}{\pi}\sum_{n\ge0}\frac{e^{-(2n+1)\pi L/W}}{2n+1}\nonumber\\
&=\frac{4\rho}{\pi}\,\mathrm{artanh}\,e^{-\pi L/W}
=\frac{2\rho}{\pi}\ln\coth\frac{\pi L}{2W}. \label{ohm}
\end{align}
For $L\gtrsim W$ this is close to $(4\rho/\pi)e^{-\pi L/W}$.

\subsection*{The Hall part}

For small $\theta$, expand $1/(1+X)\simeq1-X$ in \eqref{full}. The term of order $\theta^2$ is
\begin{equation}
R_2=-\frac{\rho\theta^2}{\pi}\int dk\,e^{ikL}\tanh^2(kh)\,\frac{\coth qh}{q}. \label{second}
\end{equation}
The last factor is even in $q$, so it has no branch cut. Near $q=0$ it behaves as $1/(hq^2)$, where $q^2=(k-i/\ell)(k+i/\ell)$. Its residue at $k=i/\ell$ is therefore $\ell/(2ih)$. Also $\tanh^2(ih/\ell)=-\tan^2(h/\ell)$, and the two minus signs cancel:
\begin{align}
R_H&=-\frac{\rho\theta^2}{\pi}(2\pi i)\frac{\ell}{2ih}\left(-\tan^2\frac h\ell\right)e^{-L/\ell}\nonumber\\
&=\frac{2\theta^2\rho\,\ell}{W}\tan^2\!\left(\frac{W}{2\ell}\right)e^{-L/\ell}. \label{hall}
\end{align}
The remaining poles of \eqref{second} have $\kappa\ge\pi/W$. They correct the background by a relative amount proportional to $\theta^2$. Because the poles of $\tanh^2$ are double, this relative correction also contains a term that grows linearly with $L$; it is small for your sheet.

The signal needs two conversions, charge to polarization at the source and back at the detector. Hence it goes as $\theta^2$, and the sign of $\theta$ cannot be recovered. The working formula is
\begin{equation}
R\simeq R_\Omega+R_H,\qquad \theta^2\ll1,\quad \theta^2L/\ell\ll1,\quad \ell>W/\pi. \label{sum}
\end{equation}
The last condition says that the Hall mode outlives the ohmic one. In practice $\ell$ must be well above $W/\pi$. As $\ell\to W/\pi$ the two poles meet and the tangent diverges, so the separation into two terms fails, although the integral stays finite. At $\theta=0.1$ and $L=2W$ the formula is about 4 percent too high for $\ell=0.5W$, but 37 percent too high for $\ell=0.35W$.

I tested \eqref{hall} against a finite-element solution of the two-species equations. At $\theta=0.02$, $\ell=0.8W$ and $L=4W$, the mesh gives $R_H/(\rho\theta^2)=0.00560$ and the formula $0.00561$.

\subsection*{Narrow strip, and which resistivity to use}

For $W\ll\ell$, $\tan(W/2\ell)\simeq W/2\ell$ and
\begin{equation}
R_H\simeq\tfrac12\theta^2\rho\,\frac W\ell\,e^{-L/\ell}.
\end{equation}
This limit can also be found without expanding in $\theta$. With $kh,qh\ll1$, the integrand of \eqref{full} becomes $h\,e^{ikL}q^2/(q^2+\theta^2k^2)$. The denominator is $(1+\theta^2)(k^2+\kappa^2)$ with $\kappa=1/(\ell\sqrt{1+\theta^2})$. At the pole, $q^2=\ell^{-2}-\kappa^2=\theta^2\kappa^2$, so
\begin{equation}
R_H=\frac{\rho W}{2\pi}\,2\pi i\,\frac{\theta^2\kappa^2}{(1+\theta^2)2i\kappa}\,e^{-\kappa L}
=\frac{\rho W\theta^2}{2\ell(1+\theta^2)^{3/2}}\,e^{-L/(\ell\sqrt{1+\theta^2})}.
\end{equation}
The changed exponent is the origin of the condition on $\theta^2L/\ell$.

Your long bar does not measure $\rho$ itself. There $\phi=-Ex$ and $\mu=C\sinh(y/\ell)$. No polarization current crosses the edge, so $\partial_y\mu=\theta E$ at $y=\pm h$ and $C=\theta E\ell/\cosh(h/\ell)$. The current density $\sigma(E+\theta\,\partial_y\mu)$, averaged over $y$, gives
\begin{equation}
\rho_{\rm bar}=\frac{\rho}{1+\theta^2\,\dfrac{\tanh(h/\ell)}{h/\ell}} .
\end{equation}
For your sheet this is $2080.5/(1+0.01\times0.9645)=2060.6\ \Omega$.

This is also the right resistivity for the background. At the ohmic poles of a narrow strip $|k|\gg1/\ell$, so $q\simeq k$, the bracket in \eqref{full} becomes $1+\theta^2$, and the background is $R_\Omega/(1+\theta^2)$. In the same limit $\rho_{\rm bar}=\rho/(1+\theta^2)$. So use $\rho_{\rm bar}$ for $\rho$ in \eqref{sum}; in the Hall term this changes the result by a relative amount of order $\theta^2$.

\subsection*{Your data}

In atomic units $\rho=0.5064\,\hbar/e^2$. The Hall amplitude divided by $\rho$ is
\begin{equation}
a_H=2(0.10)^2(1.5)\tan^2(1/3)=0.00360 .
\end{equation}
The finite-width factor, 1.079 relative to the narrow-strip result, is included. At $L=4000$ nm,
\begin{equation}
R_H=2080.5\times0.00360\times e^{-2.667}=0.52\ \Omega,
\end{equation}
while $R_\Omega=0.009\ \Omega$. At 1500 nm the order is reversed: $23.8\ \Omega$ ohmic against $2.75\ \Omega$ Hall. Equating the two exponentials gives the crossover,
\begin{equation}
L_*=\frac{\ln[4/(\pi a_H)]}{\pi/W-1/\ell}=\frac{5.87}{3.142-0.667}\ \mu\mathrm m\simeq2370\ \mathrm{nm}.
\end{equation}
Your points lie on both sides of it. The steep ohmic points tilt the line, hence 914 nm. Reading its intercept with the narrow-strip amplitude would give $\theta=0.22$.

Instead, fit \eqref{sum} to all eight points by least squares with weights $1/s^2$, holding $W$ and $\rho_{\rm bar}$ fixed and varying $\theta$ and $\ell$. The result is
\begin{equation}
\theta=0.1026\pm0.0013,\qquad \ell=1457\pm22\ \mathrm{nm},
\end{equation}
with $\chi^2=3.1$ for 6 degrees of freedom. Both values are about two standard errors from the truth. These are largely one deviation, since the correlation coefficient is $-0.90$. Its sign follows from the narrow-strip law: $\partial\ln R_H/\partial\ln\ell=L/\ell-1$ is positive for $L>\ell$, so a larger $\ell$ is offset by a smaller $\theta$. Repeating the fit on 200 fresh noise draws gives spreads of 0.0014 and 26 nm.

The data were made from the full integral \eqref{full}, so the fit also has a small model error. Without noise it returns $\theta=0.0999$ and $\ell=1510$ nm, less than 1 percent from the inputs.

Several separations are essential. The point at 4000 nm alone is matched by $\theta=0.150$ with $\ell=1000$ nm, or by $\theta=0.083$ with $\ell=2000$ nm.

A second way to separate the terms is to vary the resistivity. If $\sigma_H$ and $\ell$ stay fixed, $\theta=\sigma_H\rho$, so $R_H\propto\rho^3$ while $R_\Omega\propto\rho$. For your parameters \eqref{full} gives local powers of 3.01 at 6000 nm and 1.04 at 1000 nm. A gate that changes $\rho$ may also change $\ell$ or $\sigma_H$, and then the cubic law need not hold.

\subsection*{What a real device changes}

For the estimates below I assume a density of $3\times10^{11}$ cm$^{-2}$, a mobility of $10^4$ cm$^2$/Vs and four-fold (spin and valley) degeneracy. This density and mobility give $\rho=2080.5\ \Omega$, consistent with your long bar. The signal falls quickly with the Hall angle. At $\theta=0.01$ the Hall signal at 4000 nm would be about $0.005\ \Omega$, only about twice the noise that your rule gives for so small a signal.

Real H-bars have side arms, which can absorb polarization. Suppose an unused pair of arms, each of width $a$, much longer than $\ell$ and made of the same sheet, lies between source and detector. A polarization wave of unit amplitude is partly reflected ($r$) and partly transmitted ($t$). Continuity of $\mu$ and of the polarization current in a narrow strip requires
\begin{equation}
1+r=t,\qquad W(1-r)=Wt+2at\quad\Rightarrow\quad t=\frac1{1+a/W}.
\end{equation}
For $a=100$ nm this is 0.909; the mesh solution with absorbing edge segments gives 0.913. Ignoring such a pair would lower the fitted $\theta$ by about 4.5 percent if it were present at every $L$. If the number of pairs grows with $L$, $\ell$ is biased too. Arms at the source and detector matter much less: $\mu$ is odd about the source, so those arms draw no net polarization, and by symmetry the wave scattered by the detector arms gives no voltage at their centre. For $a=100$ nm the mesh with absorbing edge segments shows a change of 0.3 percent; with the arms included as real conducting strips the change shrinks as the mesh is refined and is below 0.5 percent.

Other neglected effects can be sized for your sheet:
\begin{itemize}
\item The mean free path is 64 nm. If the edges reflect electrons specularly, this hardly changes the ohmic decay. Edges that scatter diffusely carry less current, which narrows the strip by an effective $4/(3\pi)$ of the mean free path, or 27 nm. The ohmic decay constant then rises by nearly 3 percent, and the ohmic term falls by about 12 percent at 1500 nm and 16 percent at 2000 nm. This exceeds your noise, so with such edges give most weight to separations where the ohmic term is negligible.
\item Rough edges can also flip the valley, which the edge conditions \eqref{edge} leave out. An electron of speed $v$ meets the two edges at a total rate $2v/(\pi W)$. If each collision flips the valley with a small probability $p$, polarization is lost at twice $p$ times this rate. With mean free path $\lambda$ and diffusion constant $v\lambda/2$, the decay length $\ell'$ in the strip obeys $1/\ell'^2\simeq1/\ell^2+8p/(\pi W\lambda)$. For your sheet, $p=0.01$ already lowers it from 1500 to about 1090 nm by this estimate, which takes $\mu$ uniform across the strip; allowing for its variation across the width gives about 1100 nm. The fitted length then belongs to the strip, not to the sheet, and larger separations do not cure this. Comparing strips of different width can reveal it.
\item Quantum corrections to the conductivity have the rough relative scale $(e^2/h)/\sigma=0.08$.
\item Contacts of width $a$, with uniform injection and averaged readout, multiply a mode $e^{-\kappa L}$ by $[\sinh(\kappa a/2)/(\kappa a/2)]^2$, one factor from averaging over each contact. For 100 nm this adds 0.8 percent to the ohmic term and 0.04 percent to the Hall term.
\end{itemize}
Conduction along the edges is outside this model, and the fit would not remove it. A good fit therefore supports the Hall interpretation without proving it. The mesh tests and the values of the worked fit are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
TESTS (lengths in W, resistances in rho)
ohmic L=0.5: mesh 0.26832, formula 0.26860
ohmic L=1: mesh 0.05495, formula 0.05506
Hall/theta^2 L=4 ell=1.5: mesh 0.02498, formula 0.02499
Hall/theta^2 L=4 ell=0.8: mesh 0.00560, formula 0.00561
theta=0.5 ell=1.5 L=2: mesh 0.02103, integral 0.02104
long bar theta=0.5 ell=1.5: mesh 0.8057, formula 0.8057
narrow strip theta=0.5 ell=20 L=10: integral 0.002860, formula 0.002860
EXAMPLE INPUT
density 3.0e+11 cm^-2, mobility 10000 cm2/Vs
mass 0.05 m_e, temperature 10 K
W 1000 nm, ell 1500 nm, theta 0.10
DERIVED
rho 2080.5 ohm = 0.5064 atomic units
long-bar resistivity 2060.6 ohm
sigma 12.41 e^2/h, Hall conductivity 1.241 e^2/h
Fermi energy 0.00718 eV, D 71.8 cm2/s
relaxation time 313 ps
finite-width factor of Hall signal 1.0790
crossover length, ohmic = Hall: 2372 nm
L(nm)  ohmic    Hall     full     data     sigma   (ohm)
 1500  23.7972   2.7529  26.2423  26.2387   0.5268
 2000   4.9468   1.9725   6.8419   6.9872   0.1388
 2500   1.0283   1.4134   2.4186   2.4559   0.0504
 3000   0.2138   1.0127   1.2181   1.2372   0.0264
 3500   0.0444   0.7256   0.7667   0.7947   0.0173
 4000   0.0092   0.5199   0.5279   0.5128   0.0126
 5000   0.0004   0.2669   0.2677   0.2631   0.0074
 6000   0.0000   0.1371   0.1377   0.1314   0.0048
RECOVERY
noise-free fit: theta 0.09987, ell 1509.5 nm
fit theta 0.1026 +- 0.0013
fit ell 1457 +- 22 nm
chi2 3.14 for 6 degrees of freedom
correlation of theta and ell -0.897
spread of 200 fits: theta 0.0014, ell 26 nm
line through ln R: theta 0.222, ell 914 nm
L=4000 nm only: theta 0.150 if ell=1000 nm, 0.083 if ell=2000 nm
power of rho at fixed Hall conductivity: 3.009 at L=6000 nm, 1.042 at L=1000 nm
NEGLECTED EFFECTS
mean free path 63.9 nm, path/W 0.064, (pi path/W)^2 0.040
quantum correction scale (e^2/h)/sigma 0.081
thermal energy / Fermi energy 0.120
contact width 100 nm: ohmic x 1.0083, Hall x 1.00037
arms at source and detector: Hall x 0.9970
unused arm pair between: Hall x 0.9126, estimate 0.9091
\end{verbatim}
